# How deep a pinhole looks to a spherical atomic-force tip: a program that tests the result

```python
"""
Apparent depth of a round pinhole seen by a spherical atomic-force tip.

Result under test: a rigid sphere of radius R over a sharp-rimmed hole of
radius a and true depth d reads the depth min(d, s), where
    s = R - sqrt(R^2 - a^2).
Also tested: the reading at a sideways offset x, the reading for a rim
rounded with radius rho, the smallest hole width that shows the full depth,
and the elastic indentation of a flat film by a sphere.
Lengths are in nm unless a name says otherwise.
The independent road is a search over a gridded height map: the tip is
lowered until the first grid point of the film touches it.
"""
import numpy as np
from scipy.integrate import dblquad


def sharp_rim_depth(R, a):
    return R - np.sqrt(R**2 - a**2)


def round_rim_depth(R, a, rho):
    return (R + rho) - np.sqrt((R + rho)**2 - (a + rho)**2)


def searched_depth(R, a, d, offset=0.0, rho=0.0, half_side=4.0, points=801):
    """Apex depth at first contact, found from the height map alone."""
    axis = np.linspace(-half_side, half_side, points)
    X, Y = np.meshgrid(axis, axis)
    r = np.hypot(X, Y)
    film = np.where(r < a, -d, 0.0)
    if rho > 0:
        fillet = (r >= a) & (r < a + rho)
        film[fillet] = -rho + np.sqrt(rho**2 - (a + rho - r[fillet])**2)
    distance = np.hypot(X - offset, Y)
    under_tip = distance < R
    tip_rise = R - np.sqrt(R**2 - distance[under_tip]**2)
    return -np.max(film[under_tip] - tip_rise)


# Inputs of the example
R = 10.0                 # tip radius
width = 4.0              # hole diameter
a = width / 2
d = 5.0                  # true depth = film thickness
pixel = 1.0              # rough
rho = 0.5                # rough rim radius
roughness = 0.2          # rough rms height of the film
shank_deg = 20.0         # rough half-angle of the tip cone
force_N = 5e-9           # rough contact force, adhesion included
modulus_Pa = 90e9        # rough combined contact modulus
spacing = 8.0 / 800      # grid step of the height map

# Central reading, for several tips and holes.
# The grid can miss the rim by up to one cell diagonal; the height error is
# that distance times the slope of the tip at the rim.
for R_test, a_test in [(10, 2), (10, 1), (10, 3), (5, 2), (20, 2)]:
    slope = a_test / np.sqrt(R_test**2 - a_test**2)
    found = searched_depth(R_test, a_test, d)
    assert abs(found - sharp_rim_depth(R_test, a_test)) < 1.5 * spacing * slope

s = sharp_rim_depth(R, a)
s_search = searched_depth(R, a, d)

# The reading does not depend on the true depth once the rim stops the tip,
# while a hole shallower than that is read correctly.
assert abs(searched_depth(R, a, 1.0) - s_search) < 1e-12
shallow = 0.1
shallow_read = searched_depth(R, a, shallow)
assert abs(shallow_read - shallow) < 1e-12

# Narrow-hole estimate and its first correction
estimate = width**2 / (8 * R)
correction = a**4 / (8 * R**3)
assert abs((s - estimate) / correction - 1) < 0.03

# Smallest width that shows the bottom: try holes just wider and narrower
full_width = 2 * np.sqrt(2 * R * d - d**2)
wide_read = searched_depth(R, 0.52 * full_width, d, half_side=10.0)
narrow_read = searched_depth(R, 0.48 * full_width, d, half_side=10.0)
assert abs(wide_read - d) < 1e-9
assert narrow_read < d - 0.1

# Off-centre pass
offset = pixel / np.sqrt(2)
s_offset = sharp_rim_depth(R, a - offset)
s_offset_search = searched_depth(R, a, d, offset=offset)
assert abs(s_offset_search - s_offset) < 1.5 * spacing * a / R

# Rounded rim: contact on a smooth surface, so the grid error is small
s_round = round_rim_depth(R, a, rho)
s_round_search = searched_depth(R, a, d, rho=rho)
assert abs(s_round_search - s_round) < 1e-3
assert s_round > s

# The spherical cap must reach beyond the contact circle
cap_edge = R * np.cos(np.radians(shank_deg))
contact_angle = np.degrees(np.arcsin(a / R))
assert a < full_width / 2 < cap_edge

# Elastic indentation of the flat film, SI inside this part
R_m = R * 1e-9
delta_m = (9 * force_N**2 / (16 * R_m * modulus_Pa**2))**(1 / 3)
c_m = np.sqrt(R_m * delta_m)
peak_Pa = 3 * force_N / (2 * np.pi * c_m**2)


def surface_sinking(t):
    """Displacement at radius t*c_m, summed from point loads."""
    def pressure(q, phi):
        return np.sqrt(max(0.0, 1 - t*t - q*q - 2*t*q*np.cos(phi)))

    def exit_distance(phi):
        return -t*np.cos(phi) + np.sqrt(1 - (t*np.sin(phi))**2)

    total, _ = dblquad(pressure, 0, 2*np.pi, 0, exit_distance,
                       epsabs=1e-7, epsrel=1e-7)
    return peak_Pa * c_m * total / (np.pi * modulus_Pa)


for t in (0.0, 0.4, 0.8):
    needed = delta_m - (t * c_m)**2 / (2 * R_m)
    assert abs(surface_sinking(t) / needed - 1) < 1e-4
delta = delta_m * 1e9

print("INPUTS")
print(f"tip radius                         {R:.1f} nm")
print(f"hole width (diameter)              {width:.1f} nm")
print(f"hole radius                        {a:.1f} nm")
print(f"true depth of the hole             {d:.1f} nm")
print("MAIN RESULT")
print(f"height of sphere centre over film  {np.sqrt(R**2-a**2):.4f} nm")
print(f"apparent depth, formula            {s:.4f} nm")
print(f"apparent depth, grid search        {s_search:.4f} nm")
print(f"grid step of the search            {spacing:.3f} nm")
print(f"apparent / true depth              {100*s/d:.2f} %")
print(f"narrow-hole estimate               {estimate:.4f} nm")
print(f"next term of the estimate          {correction:.4f} nm")
print(f"reading of a {shallow:.1f} nm deep hole      {shallow_read:.4f} nm")
print(f"width needed to read full depth    {full_width:.2f} nm")
print(f"search: width {1.04*full_width:.2f} nm reads     {wide_read:.2f} nm")
print(f"search: width {0.96*full_width:.2f} nm reads     {narrow_read:.2f} nm")
print("OTHER TIPS, SAME HOLE")
for R_other in (5.0, 20.0):
    value = sharp_rim_depth(R_other, a)
    print(f"apparent depth, tip radius {R_other:4.1f} nm {value:.4f} nm")
print("NEGLECTED EFFECTS (rough inputs)")
print(f"pixel side                         {pixel:.1f} nm")
print(f"worst offset from hole centre      {offset:.3f} nm")
print(f"apparent depth at that offset      {s_offset:.4f} nm")
print(f"same, grid search                  {s_offset_search:.4f} nm")
print(f"change due to offset               {s_offset-s:+.4f} nm")
print(f"rim rounding radius                {rho:.1f} nm")
print(f"apparent depth, rounded rim        {s_round:.4f} nm")
print(f"same, grid search                  {s_round_search:.4f} nm")
print(f"change due to rounding             {s_round-s:+.4f} nm")
print(f"contact force with adhesion        {force_N*1e9:.1f} nN")
print(f"combined contact modulus           {modulus_Pa/1e9:.0f} GPa")
print(f"elastic indentation of flat film   {delta:.4f} nm")
print(f"contact radius on flat film        {c_m*1e9:.3f} nm")
print(f"film roughness (rms)               {roughness:.1f} nm")
print(f"apparent depth / roughness         {s/roughness:.2f}")
print(f"shank half-angle                   {shank_deg:.0f} degrees")
print(f"radius where spherical cap ends    {cap_edge:.2f} nm")
print(f"contact angle from tip axis        {contact_angle:.2f} degrees")
print("success")
```

It prints:

```
INPUTS
tip radius                         10.0 nm
hole width (diameter)              4.0 nm
hole radius                        2.0 nm
true depth of the hole             5.0 nm
MAIN RESULT
height of sphere centre over film  9.7980 nm
apparent depth, formula            0.2020 nm
apparent depth, grid search        0.2020 nm
grid step of the search            0.010 nm
apparent / true depth              4.04 %
narrow-hole estimate               0.2000 nm
next term of the estimate          0.0020 nm
reading of a 0.1 nm deep hole      0.1000 nm
width needed to read full depth    17.32 nm
search: width 18.01 nm reads     5.00 nm
search: width 16.63 nm reads     4.44 nm
OTHER TIPS, SAME HOLE
apparent depth, tip radius  5.0 nm 0.4174 nm
apparent depth, tip radius 20.0 nm 0.1003 nm
NEGLECTED EFFECTS (rough inputs)
pixel side                         1.0 nm
worst offset from hole centre      0.707 nm
apparent depth at that offset      0.0839 nm
same, grid search                  0.0839 nm
change due to offset               -0.1181 nm
rim rounding radius                0.5 nm
apparent depth, rounded rim        0.3020 nm
same, grid search                  0.3020 nm
change due to rounding             +0.0999 nm
contact force with adhesion        5.0 nN
combined contact modulus           90 GPa
elastic indentation of flat film   0.0558 nm
contact radius on flat film        0.747 nm
film roughness (rms)               0.2 nm
apparent depth / roughness         1.01
shank half-angle                   20 degrees
radius where spherical cap ends    9.40 nm
contact angle from tip axis        11.54 degrees
success
```
